# Impact-energy response of a weakly modulated Child-law sheath with fixed edge, part 2

An ion of charge $+e$ and mass $M$ starts from rest at the edge $x=0$ of a collisionless, electron-free sheath and falls to the wall at $x=s$. The wall voltage is $V(t)=V_0+u(t)$, with $|u|$ much smaller than $V_0$; for sinusoidal drive $u=V_1\cos\omega t$. The impact energy $K$ is sought to first order in $u$. The edge is fixed and the potential keeps its Child shape, $\phi=-V(t)(x/s)^{4/3}$. Equations are in SI units.

In the static sheath, $v_0=(2eV_0/M)^{1/2}$ is the impact speed, $T=3s/v_0$ the transit time, and the ion current density is

$$J=\frac{4\varepsilon_0v_0V_0}{9s^2}.$$

With $p$ the elapsed time over $T$, the static path is $x/s=p^3$. Poisson's equation is $\phi''=-en/\varepsilon_0$, with $n$ the ion density and primes on $\phi$ meaning $d/dx$.

The first half, the work argument, found for impact at time $t_i$

$$\boxed{K=eV_0+e\int_0^14p^3\,u\big(t_i-T(1-p)\big)\,dp}$$

The mean reading delay is $T/5$. Over all phases of a sinusoid the energy width is $\Delta E=2eV_1|F|$, where

$$F=\int_0^14p^3e^{-a(1-p)}\,dp,\qquad a=i\omega T.$$

For fast drive,

$$\Delta E\approx\frac{8eV_1v_0}{3\omega s}.$$

The second derivation, the path argument, writes $\xi=x/s=p^3+\eta$, with release at $p=0$, $f=u/V_0$ and primes meaning $d/dp$:

$$\eta''=\frac{2\eta}{p^2}+6pf.$$

Setting $\eta=p^2C(p)+D(p)/p$ with $p^2C'+D'/p=0$ gives $3pC'=6pf$, so $C'=2f$. With

$$A(p)=\int_0^pf(q)\,dq,\qquad B(p)=\int_0^pq^3f(q)\,dq,$$

the solution is

$$\eta=2p^2A-\frac{2B}{p},\qquad \eta'=4pA+\frac{2B}{p^2}.$$

If $|f|\le m$, then $|\eta|\le\tfrac52\,m\,p^3$.

The example is Ar$^+$ with electron temperature 3 eV, edge density $3.0\times10^{10}$ cm$^{-3}$, $V_0=200$ V, $V_1=20$ V, Bohm speed 2.692 km/s, $J=1.294$ mA/cm$^2$, $v_0=31.08$ km/s, $s=1.375$ mm and $T=132.7$ ns. At 13.56 MHz, $\omega T=11.31$ and $\Delta E=13.9$ eV; at 2 MHz, $\omega T=1.668$ and $\Delta E=38.6$ eV.

### Speed at the wall

The disturbed ion does not reach the wall at $p=1$ but at $p=1+\tau$. To first order the condition $\xi=1$ reads $1+3\tau+\eta(1)=1$. From here on, $A$ and $B$ without argument are the values at $p=1$. Then

$$\tau=-\tfrac13\eta(1)=-\tfrac23(A-B).$$

A constant $f=m$ gives $A=m$, $B=m/4$ and $\tau=-m/2$. This agrees with $T\propto V^{-1/2}$ at fixed $s$.

The scaled speed at impact is

$$\xi'=3(1+\tau)^2+\eta'\approx3+6\tau+4A+2B.$$

Inserting $\tau$ gives $6\tau=-4A+4B$, so the terms in $A$ cancel:

$$\xi'=3+6B.$$

The actual speed is $(s/T)\,\xi'=v_0\,\xi'/3=v_0(1+2B)$. The impact energy is

$$K=eV_0(1+2B)^2\approx eV_0(1+4B)=eV_0+e\int_0^14p^3u\,dp,$$

which is the earlier result. The cancellation has a plain meaning. A push early in the flight makes the ion faster at a given time, but it also brings the ion to the wall sooner, so that it has less time to be accelerated. What survives is weighted by $p^3$.

Here $u$ is taken at times counted from release, whereas the first half counted back from impact. The two readings differ by the time $T\tau$, which is of first order, so the energies differ at second order.

### What "weak" means for fast drive

A cautious estimate would take the timing error as $T$ times $V_1/V_0$, and would demand that the modulation change little in that time, so that $\omega T\,V_1/V_0\ll1$. At 13.56 MHz in the example this product is $11.31\times0.1=1.1$, which is not small. The explicit path shows that the demand is too strict for a sinusoid.

The disturbed ion passes the level that the static ion passes at $p$ with a time shift, in units of $T$, of $-\eta/(3p^2)=-\tfrac23(A-B/p^3)$, where $A$ and $B$ are again functions of $p$. For a sinusoid of relative amplitude $m=V_1/V_0$, direct integration gives $|A|\le2m/(\omega T)$. One integration by parts gives

$$|B|\le\frac{m}{\omega T}\left(p^3+\int_0^p3q^2\,dq\right)=\frac{2mp^3}{\omega T}.$$

The phase error, $\omega T$ times the shift, is therefore at most $8m/3$ at this order, whatever the frequency. The condition is $V_1\ll V_0$, with no further factor of $\omega T$.

The width is better protected than the single energies. Reversing the sign of a sinusoid is the same as shifting its phase by half a cycle. The second-order energy correction does not change under a sign reversal, so it is equal at two phases half a cycle apart. The highest and lowest energies lie half a cycle apart at leading order. Both are moved by the same amount, and their difference is unchanged at second order.

Integration of the full equation of motion over 120 release phases bears this out. At 13.56 MHz the energies run from 193.1 to 207.0 eV, with a width of 13.93 eV, equal to the first-order value to the digits shown. At 2 MHz the 120 phases give 38.53 eV against 38.55 eV; about half of this gap comes from the finite spacing of the phases, and a finer spacing gives 38.54 eV. The order of the remainder was also tested at $\omega T=6$: when $V_1/V_0$ was raised from 0.01 to 0.02, the rms departure from the first-order energy over eight release phases grew by a factor 4.000, as a second-order remainder requires.

### Comparison of the two derivations

Both derivations assume collisionless ions that start at rest, a fixed edge, and a potential of fixed shape. Their agreement confirms the mechanics. It says nothing about whether a real sheath has this potential.

They differ in what they need beyond that. The work argument needs the static timetable and the knowledge that the modulation disturbs it by a first-order amount. It does not need the disturbed path itself, and it carries over at once to another shape. If the added potential is $-u(t)(x/s)^\alpha$, the work done by it is $e\int u\,d(p^{3\alpha})$, so the weight is $3\alpha p^{3\alpha-1}$. For ions that start at rest and a modulation that takes both signs, this requires $\alpha\ge4/3$. The static force falls off toward the edge as $(x/s)^{1/3}$ and the added force as $(x/s)^{\alpha-1}$, so for smaller $\alpha$ the added force dominates close to the edge. While $u$ is negative it holds a cold ion back there, and a finite entry speed is then needed.

The path argument must solve a differential equation that belongs to the Child shape, and it must state the release condition. In return it gives the change in arrival time, and it supplies the bound on $\eta$ that the work argument takes for granted.

### What the fixed shape requires

Inserting the model potential into Poisson's equation gives the ion density that it needs:

$$n(x,t)=\frac{4\varepsilon_0V(t)}{9es^2}\left(\frac xs\right)^{-2/3}.$$

The density would have to follow the voltage at once, everywhere in the sheath. But the ions present at any moment entered over the preceding transit time. When the voltage changes much faster than that, their density cannot follow. Slow changes do not remove the difficulty either. At fixed $s$ the Child law would need an ion current that grows as $V^{3/2}$, whereas the plasma supplies a nearly fixed current, and the edge moves instead.

The opposite idealisation is an ion density that does not respond at all. The added potential then satisfies $\delta\phi''=0$. With zero at the fixed edge and $-u$ at the wall, it is $-u\,x/s$, a uniform added field. This is the case $\alpha=1$, and the weight becomes $3p^2$.

Both weights integrate to one, so they agree for slow drive. For fast drive the response is set by the weight at the wall, 4 against 3, and the widths differ by a factor $4/3$. At $\omega T=200$ the computed ratio is 1.333.

The weight $3p^2$ has a weakness of its own. A uniform added field does not vanish at the edge, where the static field does. In the linearised equation the source $6pf$ is replaced by $\tfrac92f$, which gives $C'=3f/(2p)$, and the integral for $C$ diverges logarithmically at $p=0$. A cold ion can even be held back at the edge while $u$ is negative. A finite entry speed removes the difficulty for small enough $u$. This was tested with ions entering at the Bohm speed and a modulation of $0.001\,V_0$: at both drive frequencies the integrated motion gave the response amplitude of the work argument, taken on the path with that entry speed, to within 0.001.

### Size of the neglected effects

In the argon example, the weight $3p^2$ on the cold path gives a width of 10.7 eV at 13.56 MHz, 23 percent below the 13.9 eV of the fixed shape. At 2 MHz it gives 38.0 eV against 38.6 eV. The ion plasma frequency at the edge is 5.76 MHz, and it is lower further in, where the ions are thinner. At 13.56 MHz the density therefore cannot follow the voltage at once. This alone does not show that a fully frozen density gives the better energy width: an ion travels along with its neighbours, and their disturbed density can act on it throughout the flight.

The static sheath is also thicker than the Child law says. With cold ions entering at the Bohm speed and electrons in Boltzmann equilibrium, the static sheath is 1.81 mm thick, measured from the point where the potential has fallen by half the electron temperature. This figure depends on the chosen starting point: it is 1.69 mm from a drop of one electron temperature and 2.19 mm from a drop of a tenth of it. The Child value is 1.375 mm. Two causes add up: electrons cancel part of the ion charge, and at the same current, ions that enter with a finite speed are less dense near the edge than ions that start at rest. Keeping $v_0$ and the weight $4p^3$ but using the larger thickness lowers the width at 13.56 MHz to 10.7 eV. That this equals the previous figure is a coincidence. It also overstates the effect of the thickness at fixed shape. For fast drive the width is proportional to the static field at the wall, and stretching the Child profile to 1.81 mm lowers that field by 24 percent. In the actual static sheath with electrons, the wall field is only 9 percent below the Child value. The two reductions should therefore not simply be multiplied.

The edge also moves. For slow changes at fixed ion current the Child law gives $s\propto V^{3/4}$, a shift of 7.4 percent at $V_0+V_1$. A sheath that is statically thicker by that amount, with $v_0$ held fixed, has a width of 13.0 eV at 13.56 MHz, but this does not describe the motion of the edge. At fixed current the Child potential is $cy^{4/3}$, with $y$ the distance from the edge and $c$ fixed, so a small shift of the edge adds a potential proportional to $y^{1/3}$. This is the case $\alpha=1/3$ with a uniform weight, and for slow drive the reading delay becomes half the transit time instead of $T/5$. Used as a rough estimate at 2 MHz, the uniform weight gives $|F|=\sin(\omega T/2)/(\omega T/2)=0.888$ and a width of 35.5 eV, 8 percent below the fixed-edge value.

At fixed thickness, the Bohm entry energy, 1.5 eV, changes the width very little, to 13.94 eV. It shortens the flight mainly near the edge, where little of the potential drop is crossed. The fast response depends on the speed at the wall, which it hardly alters.

At 2 mTorr and 400 K, with a rough cross-section of $5\times10^{-15}$ cm$^2$, the mean free path is 41 mm, and $1-e^{-1.375/41.4}=3.3$ percent of the ions collide within the Child thickness. For a thickness of 1.81 mm the share is 4.3 percent. Those ions fall outside the theory. At higher pressure their share grows, and the band calculated here describes fewer of the arriving ions.

### Beside a real biased wafer

The density, electron temperature, pressure and mean voltage of the example lie in the usual range of low-pressure inductive etching plasmas. The modulation does not: on an electrode biased by a single rf supply through a capacitor, the sheath voltage must drop to a few times the electron temperature once per cycle, so that electrons can reach the wall and balance the ion charge. The rf amplitude is then comparable with the mean sheath voltage, not a tenth of it. The first-order result suits a small rf ripple on a larger steady bias, which needs a conducting surface that can carry the ion current away. Even there, a real sheath at 13.56 MHz has neither the instantaneous Child shape nor the Child-law thickness, which leaves out both the electrons and the entry speed. The rough estimates for these two, a frozen ion density and a thicker sheath, each lower the width from about 14 eV to about 11 eV, and the one for the thickness overstates its effect. Their joint effect, with a moving edge and a delayed ion response, was not computed, so 11 eV is not a lower limit for a real sheath, and 14 eV is not an upper one. When the ion density responds with a delay, the velocity modulation picked up near the edge can survive to the wall and add to or cancel the part picked up there, depending on $\omega T$. At 2 MHz each correction computed here, taken alone at a fixed edge, changes the width by less than 3 percent. This does not bound their joint effect, or the effect of an edge that moves while the ion density responds with a delay. In a real sheath the reduction at 2 MHz can therefore be larger; the rough estimate for a slowly moving edge alone gave 8 percent. The main values of the example are in the numerical output below.

## Computed values

```
INPUTS (rough typical values, Ar+)
electron temperature      3.0 eV
edge density              3.0e+10 cm^-3
mean voltage V0           200 V
rf amplitude V1           20 V
pressure                  2.0 mTorr
gas temperature           400 K
collision cross-section   5.0e-15 cm^2
SHEATH
Bohm speed                2.692 km/s
ion current density       1.294 mA/cm^2
impact speed v0           31.08 km/s
thickness s               1.375 mm
transit time T            132.7 ns
mean sampling delay       26.5 ns
mean delay / T            0.2000
weight in last quarter    0.6836
ion plasma frequency      5.76 MHz
DRIVE AT 2.00 MHz
omega T                   1.668
response |F|              0.9638
lag behind voltage        18.9 deg
energy width, 4p^3        38.55 eV
width, fast-drive limit   95.94 eV
width, full motion        38.53 eV
lowest impact energy      180.8 eV
highest impact energy     219.3 eV
width, frozen charge 3p^2 37.97 eV
width, Bohm entry speed   38.63 eV
width, thicker by edge    38.33 eV
width, s with electrons   37.52 eV
DRIVE AT 13.56 MHz
omega T                   11.307
response |F|              0.3483
lag behind voltage        74.5 deg
energy width, 4p^3        13.93 eV
width, fast-drive limit   14.15 eV
width, full motion        13.93 eV
lowest impact energy      193.1 eV
highest impact energy     207.0 eV
width, frozen charge 3p^2 10.69 eV
width, Bohm entry speed   13.94 eV
width, thicker by edge    13.03 eV
width, s with electrons   10.68 eV
OTHER NEGLECTED EFFECTS AND CHECKS
Bohm entry energy         1.50 eV
slow edge shift at V0+V1  7.4 percent
s with electrons kept     1.812 mm
collision mean free path  41.4 mm
ions that collide         3.3 percent
remainder ratio, V1 x 2   4.000
fast ratio 4p^3 to 3p^2   1.3332
```
